**Low-velocity limit of Møller scattering**

The program examines the tree-level cross section for unpolarized electrons of speed $\beta c$ in the centre-of-mass frame. Its low-velocity limit is $\alpha^2B/(16m^2\beta^4)$ in units $\hbar=c=1$, where $B=1/s^2+1/k^2-1/(sk)$, $s=\sin^2(\theta/2)$, $k=\cos^2(\theta/2)$, $m$ is the electron mass and $\alpha$ the fine-structure constant. Explicit Dirac-spinor sums are asserted to agree with the direct, exchange and interference traces and with the full velocity formula at sampled speeds and angles. Further assertions cover the $1+\beta^2$ correction, the singlet and triplet amplitudes, the singlet weight of 1/4, and the $\beta^4$ scaling of the triplet share at 90 degrees. Coulomb partial-wave sums are compared with the closed nonrelativistic formula containing the Coulomb phase. For a speed of 10 atomic units and an angle of 60 degrees, the output gives $B=12.444$ and a limiting cross section of $7.78\times10^{-5}$ bohr²/sr. The full tree result is 0.54% above this limit, while the nonrelativistic Coulomb phase alone raises the limit by 0.065%.

## Check in Python

```python
"""
Low-velocity limit of tree-level Moller scattering (e- e- -> e- e-).

Result under test, centre-of-mass frame, unpolarized electrons of speed beta*c:
  dsigma/dOmega = alpha^2 (1-beta^2) / (16 m^2 beta^4)
                  * [ (1+beta^2)^2 B + 4 beta^4 (1 + 1/(s k)) ]
  s = sin^2(theta/2), k = cos^2(theta/2), B = 1/s^2 + 1/k^2 - 1/(s k)
and, for beta -> 0, alpha^2 B / (16 m^2 beta^4), where B is the sum of
singlet (weight 1/4) and triplet (weight 3/4) contributions.
Spinor work uses m = hbar = c = 1, with e^2 taken out of the amplitude;
cross sections are then in units alpha^2/m^2.
The worked example is in Hartree atomic units.
"""
import numpy as np
from numpy.polynomial.legendre import legval
from scipy import constants as const

# ---------- Dirac spinors and the explicit tree amplitude ----------
ID2 = np.eye(2, dtype=complex)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
GAMMA = [np.kron(np.diag([1, -1]), ID2)]
GAMMA += [np.kron(np.array([[0, 1], [-1, 0]]), sig) for sig in PAULI]
GAMMA = np.array(GAMMA)
METRIC = np.array([1.0, -1.0, -1.0, -1.0])


def spinors(p):
    """Columns: spin up and down along z in the rest frame; ubar u = 2m."""
    energy = np.sqrt(1 + p @ p)
    sigma_p = np.einsum('i,iab->ab', p, PAULI)
    return np.sqrt(energy + 1) * np.vstack([ID2, sigma_p / (energy + 1)])


def current(p_out, p_in):
    """ubar(p_out) gamma^mu u(p_in), indices [spin out, spin in, mu]."""
    bar = spinors(p_out).conj().T @ GAMMA[0]
    return np.einsum('ai,mij,jb->abm', bar, GAMMA, spinors(p_in))


def amplitude_parts(beta, theta, phi=0.4):
    """Direct and exchange parts [spin3, spin4, spin1, spin2], and S, t, u."""
    p = beta / np.sqrt(1 - beta**2)
    p1 = np.array([0, 0, p])
    p3 = p * np.array([np.sin(theta) * np.cos(phi),
                       np.sin(theta) * np.sin(phi), np.cos(theta)])
    p2, p4 = -p1, -p3
    t = -np.sum((p1 - p3)**2)
    u = -np.sum((p1 - p4)**2)
    direct = np.einsum('cam,dbm,m->cdab', current(p3, p1),
                       current(p4, p2), METRIC) / t
    exchange = np.einsum('dam,cbm,m->cdab', current(p4, p1),
                         current(p3, p2), METRIC) / u
    return direct, exchange, 4 * (1 + p * p), t, u


def sigma_spinor(beta, theta):
    direct, exchange, S, t, u = amplitude_parts(beta, theta)
    return np.sum(abs(direct - exchange)**2) / 4 / (4 * S)


def half_angle(theta):
    return np.sin(theta / 2)**2, np.cos(theta / 2)**2


def bracket(theta):
    s, k = half_angle(theta)
    return 1 / s**2 + 1 / k**2 - 1 / (s * k)


def sigma_velocity_form(beta, theta):
    s, k = half_angle(theta)
    b2 = beta**2
    return (1 - b2) / (16 * b2**2) * ((1 + b2)**2 * bracket(theta)
                                      + 4 * b2**2 * (1 + 1 / (s * k)))


def sigma_limit(beta, theta):
    return bracket(theta) / (16 * beta**4)


# Test: trace results for the three terms against explicit spin sums.
for beta in (0.05, 0.3, 0.6, 0.9):
    for theta in (0.4, 1.1, 2.3):
        D, X, S, t, u = amplitude_parts(beta, theta)
        direct_trace = 4 / t**2 * ((S**2 + u**2) / 2 + 4 * (t - 1))
        exchange_trace = 4 / u**2 * ((S**2 + t**2) / 2 + 4 * (u - 1))
        cross_trace = 16 / (t * u) * (S / 2 - 1) * (S / 2 - 3)
        assert np.isclose(np.sum(abs(D)**2) / 4, direct_trace, rtol=1e-9)
        assert np.isclose(np.sum(abs(X)**2) / 4, exchange_trace, rtol=1e-9)
        cross_sum = -2 * np.sum(D * X.conj()).real / 4
        assert np.isclose(cross_sum, cross_trace, rtol=1e-9)
        assert np.isclose(sigma_spinor(beta, theta),
                          sigma_velocity_form(beta, theta), rtol=1e-9)

# Test: first correction is 1 + beta^2 at every angle (remainder ~ beta^4).
for theta in (0.3, 1.0, np.pi / 2):
    small = 0.02
    excess = sigma_spinor(small, theta) / sigma_limit(small, theta) - 1
    assert abs(excess / small**2 - 1) < 5 * small**2

# Test: the limit is uniform in angle, with the largest ratio at 90 degrees.
beta = 0.3
scan = np.radians(np.arange(2, 91, 2))
ratios = np.array([sigma_spinor(beta, a) / sigma_limit(beta, a) for a in scan])
b2 = beta**2
assert np.all(np.diff(ratios) > 0)
assert ratios[0] > (1 - b2) * (1 + b2)**2
assert np.isclose(ratios[-1], (1 - b2) * ((1 + b2)**2 + 5 * b2**2), rtol=1e-9)

# ---------- Singlet and triplet ----------
r = 1 / np.sqrt(2)
SPIN_BASIS = np.array([[0, r, -r, 0], [1, 0, 0, 0],
                       [0, r, r, 0], [0, 0, 0, 1]]).T


def spin_matrix(beta, theta):
    """Full amplitude in the basis singlet, T+, T0, T-."""
    D, X, S, t, u = amplitude_parts(beta, theta)
    return SPIN_BASIS.T @ (D - X).reshape(4, 4) @ SPIN_BASIS, S, t, u


def spin_contributions(beta, theta):
    """Singlet and triplet parts of the unpolarized cross section."""
    M, S, t, u = spin_matrix(beta, theta)
    weight = 1 / (4 * 4 * S)
    return (weight * np.sum(abs(M[:, 0])**2),
            weight * np.sum(abs(M[:, 1:])**2))


# Test: no singlet-triplet mixing, even for fast electrons.
M, S, t, u = spin_matrix(0.7, 1.0)
mixing = max(np.max(abs(M[0, 1:])), np.max(abs(M[1:, 0]))) / np.max(abs(M))
assert mixing < 1e-12


# Test: amplitudes tend to 4(1/t +- 1/u), with relative error ~ beta^2.
def amplitude_error(beta, theta):
    M, S, t, u = spin_matrix(beta, theta)
    lead = np.diag([4 * (1 / t + 1 / u)] + 3 * [4 * (1 / t - 1 / u)])
    return np.linalg.norm(M - lead) / np.linalg.norm(lead)


error_growth = amplitude_error(0.02, 1.0) / amplitude_error(0.01, 1.0)
assert amplitude_error(0.01, 1.0) < 1e-3
assert abs(error_growth - 4) < 0.05

# Test: independent random spin directions are singlet with probability 1/4.
# The six directions +-x, +-y, +-z reproduce the average over the sphere.
axes = [np.linalg.eigh(sig)[1][:, j] for sig in PAULI for j in (0, 1)]
singlet_weight = np.mean([abs(SPIN_BASIS[:, 0] @ np.kron(a, b))**2
                          for a in axes for b in axes])
assert np.isclose(singlet_weight, 0.25, rtol=1e-12)


# Test: at 90 degrees the triplet share falls as beta^4.
def triplet_share(beta, theta):
    singlet, triplet = spin_contributions(beta, theta)
    return triplet / (singlet + triplet)


share_growth = (triplet_share(0.02, np.pi / 2)
                / triplet_share(0.01, np.pi / 2))
assert abs(share_growth - 16) < 0.3


# ---------- Nonrelativistic Coulomb scattering beyond tree level ----------
def sigma_coulomb_phase(v, theta):
    """Closed formula in Hartree units; v is the speed of each electron."""
    s, k = half_angle(theta)
    eta = 1 / (2 * v)
    return (1 / s**2 + 1 / k**2
            - np.cos(eta * np.log(s / k)) / (s * k)) / (16 * v**4)


def times_x(a):
    """Legendre coefficients of x times the series with coefficients a."""
    n = np.arange(len(a))
    w = a / (2 * n + 1)
    out = np.zeros_like(a)
    out[1:] += n[1:] * w[:-1]
    out[:-1] += n[1:] * w[1:]
    return out


def sigma_partial_waves(v, theta, size=300, reductions=4):
    """Even waves for the singlet, odd waves for the triplet.
    Multiplying by powers of 1-x^2 makes the Coulomb series converge."""
    eta, x = 1 / (2 * v), np.cos(theta)
    n = np.arange(size)
    phase = np.ones(size, dtype=complex)
    phase[1:] = np.cumprod((n[1:] + 1j * eta) / (n[1:] - 1j * eta))
    total = 0.0
    for parity, weight in ((0, 0.25), (1, 0.75)):
        a = np.where(n % 2 == parity, 2 * (2 * n + 1) * phase / (2j * v), 0)
        for _ in range(reductions):
            a = a - times_x(times_x(a))
        a = a[:-(2 * reductions + 2)]
        total += weight * abs(legval(x, a) / (1 - x * x)**reductions)**2
    return total


for v in (0.5, 2.0, 10.0):
    for theta in (0.8, np.pi / 3, np.pi / 2):
        assert np.isclose(sigma_partial_waves(v, theta),
                          sigma_coulomb_phase(v, theta), rtol=1e-6)

# ---------- Worked example in Hartree atomic units ----------
alpha = const.fine_structure
c_au = 1 / alpha
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0]
barn_per_bohr2 = bohr**2 / 1e-28
v, theta = 10.0, np.radians(60)
beta = v / c_au
kinetic = c_au**2 * (1 / np.sqrt(1 - beta**2) - 1)
s, k = half_angle(theta)
singlet_term = 0.25 * (1 / s + 1 / k)**2
triplet_term = 0.75 * (1 / s - 1 / k)**2
assert np.isclose(singlet_term + triplet_term, bracket(theta), rtol=1e-12)
limit = bracket(theta) / (16 * v**4)
full = sigma_spinor(beta, theta) * alpha**4   # alpha^2/m^2 = alpha^4 bohr^2
coulomb = sigma_partial_waves(v, theta)
full_singlet, full_triplet = spin_contributions(beta, theta)

print(f"speed of light: {c_au:.3f} a.u.")
print(f"speed of each electron (CM): {v:.1f} a.u.")
print(f"beta: {beta:.5f}")
print(f"beta^2: {beta**2:.6f}")
print(f"kinetic energy of each electron (CM): {kinetic:.3f} hartree")
print(f"  the same: {kinetic * hartree_ev:.1f} eV")
print(f"scattering angle: {np.degrees(theta):.1f} degrees")
print(f"sin^2(theta/2): {s:.4f}")
print(f"cos^2(theta/2): {k:.4f}")
print(f"direct term 1/sin^4: {1 / s**2:.4f}")
print(f"exchange term 1/cos^4: {1 / k**2:.4f}")
print(f"interference term -1/(sin^2 cos^2): {-1 / (s * k):.4f}")
print(f"bracket B: {bracket(theta):.4f}")
print(f"singlet part of B: {singlet_term:.4f}")
print(f"triplet part of B: {triplet_term:.4f}")
print(f"singlet weight from spin average: {singlet_weight:.4f}")
print(f"triplet share of B: {triplet_term / bracket(theta):.5f}")
print("triplet share, full spinors:",
      f"{full_triplet / (full_singlet + full_triplet):.5f}")
print(f"limiting cross section: {limit:.5e} bohr^2/sr")
print(f"  the same: {limit * barn_per_bohr2:.1f} barn/sr")
print(f"full tree cross section: {full:.5e} bohr^2/sr")
print(f"  the same: {full * barn_per_bohr2:.1f} barn/sr")
print(f"ratio full tree / limit: {full / limit:.6f}")
print(f"Coulomb parameter eta: {1 / (2 * v):.4f}")
print(f"nonrelativistic Coulomb, all orders: {coulomb:.5e} bohr^2/sr")
print(f"ratio Coulomb all orders / limit: {coulomb / limit:.6f}")
slow = 0.5
slow_ratio = sigma_partial_waves(slow, theta) * 16 * slow**4 / bracket(theta)
print(f"same ratio at v = {slow} a.u., 60 degrees: {slow_ratio:.4f}")
for b in (0.5, 0.3, 0.1, 0.03):
    ratio = sigma_spinor(b, theta) / sigma_limit(b, theta)
    print(f"beta {b:.2f}, 60 deg: full/limit {ratio:.6f},",
          f"1+beta^2 {1 + b * b:.6f}")
right = np.pi / 2
print(f"B at 90 degrees: {bracket(right):.4f}")
print(f"triplet share at 90 deg, v = 10 a.u.: {triplet_share(beta, right):.3e}")
print(f"triplet share at 90 deg, beta = 0.5: {triplet_share(0.5, right):.4f}")
print(f"amplitude error growth, beta doubled: {error_growth:.4f}")
print(f"90-deg triplet share growth, beta doubled: {share_growth:.4f}")
print(f"singlet-triplet mixing below 1e-12 at beta = 0.7: {mixing < 1e-12}")
print("no test failed")
```

Printed output:

```
speed of light: 137.036 a.u.
speed of each electron (CM): 10.0 a.u.
beta: 0.07297
beta^2: 0.005325
kinetic energy of each electron (CM): 50.201 hartree
  the same: 1366.0 eV
scattering angle: 60.0 degrees
sin^2(theta/2): 0.2500
cos^2(theta/2): 0.7500
direct term 1/sin^4: 16.0000
exchange term 1/cos^4: 1.7778
interference term -1/(sin^2 cos^2): -5.3333
bracket B: 12.4444
singlet part of B: 7.1111
triplet part of B: 5.3333
singlet weight from spin average: 0.2500
triplet share of B: 0.42857
triplet share, full spinors: 0.42860
limiting cross section: 7.77778e-05 bohr^2/sr
  the same: 2178.0 barn/sr
full tree cross section: 7.81942e-05 bohr^2/sr
  the same: 2189.7 barn/sr
ratio full tree / limit: 1.005354
Coulomb parameter eta: 0.0500
nonrelativistic Coulomb, all orders: 7.78281e-05 bohr^2/sr
ratio Coulomb all orders / limit: 1.000646
same ratio at v = 0.5 a.u., 60 degrees: 1.2336
beta 0.50, 60 deg: full/limit 1.267299, 1+beta^2 1.250000
beta 0.30, 60 deg: full/limit 1.096176, 1+beta^2 1.090000
beta 0.10, 60 deg: full/limit 1.010101, 1+beta^2 1.010000
beta 0.03, 60 deg: full/limit 1.000901, 1+beta^2 1.000900
B at 90 degrees: 4.0000
triplet share at 90 deg, v = 10 a.u.: 1.403e-04
triplet share at 90 deg, beta = 0.5: 0.1667
amplitude error growth, beta doubled: 4.0012
90-deg triplet share growth, beta doubled: 15.9904
singlet-triplet mixing below 1e-12 at beta = 0.7: True
no test failed
```
